Electromigration wind force from partial-wave scattering in a drifting electron gas

**1. A scatterer that sends electrons equally in all directions**

Place one fixed scatterer in a free-electron gas and let it scatter s waves only. An electron of wave vector k arrives with momentum ħk and leaves, on average over directions, with none. It therefore hands over the whole of ħk. At unit electron density the collision rate is vσ, with v = ħk/m, so the force is

ħk v σ.

In a gas at rest these forces cancel between k and −k. Now give the gas a small drift velocity v_d along z. Every occupied wave vector moves by q = m v_d/ħ, and the occupation becomes f₀(k − q). To first order,

δf = −q·∇f₀ = q cosθ_k δ(k − k_F),

because at zero temperature f₀ steps from 1 to 0 at k_F. Here θ_k is the angle between k and the drift. With two spin states,

F = [2/(2π)³] ∫ d³k δf · ħk cosθ_k · (ħk/m) σ
= (1/4π³) (ħ²q/m) k_F⁴ σ ∫ cos²θ_k dΩ_k.

The angular integral is 4π/3, so F = ħ² q k_F⁴ σ/(3π² m). Inserting n = k_F³/(3π²) and ħq = m v_d gives

F = n ħk_F σ v_d.

The force points along the drift. It is first order in v_d, but it carries the Fermi momentum: the collisions are made by fast electrons, and the drift only unbalances the numbers going each way.

For pure s-wave scattering σ = (4π/k_F²) sin²δ₀, where δ₀ is the phase shift. The general case needs the right average over angles, and then the right sum over phase shifts.

**2. Any central scatterer, with the Pauli principle**

Assume that the scatterer is static, that its potential V(r) is central, short-ranged and independent of spin, and that scattering is elastic. V moves rigidly with the ion; the change of the screening cloud caused by the drift is left out.

Let W(k→k′) be the transition rate. Since a final state must be empty, the momentum received per unit time is

F = Σ f(k)[1 − f(k′)] W(k→k′) ħ(k − k′),

summed over k, k′ and spin. For a central potential W depends only on the energy and on the angle between k and k′, so W(k→k′) = W(k′→k). In the term with f(k)f(k′), exchanging the names k and k′ leaves everything unchanged except k − k′, which changes sign. That term is zero, and the Pauli factor drops out of the force.

What remains is a sum over occupied k. For each k, the components of k′ perpendicular to k average to zero around the axis, and k − k′ leaves k(1 − cosθ), where θ is the scattering angle. With scattering amplitude f(θ), not to be confused with the occupation f(k), an electron at unit density gives the force

ħk v σ_tr, σ_tr = ∫ (1 − cosθ)|f(θ)|² dΩ.

This has the form of section 1 with σ replaced by σ_tr. The same integral gives

F = n ħk_F σ_tr(k_F) v_d. (1)

Equation (1) is the leading order in v_d/v_F and in kT/E_F. Reversing the drift reverses F, so F/v_d is even in the drift and its first correction is of order (v_d/v_F)².

**3. The sum over phase shifts**

The amplitude in partial waves is

f(θ) = (1/k) Σ_l (2l+1) e^{iδ_l} sinδ_l P_l(cosθ).

Two angular integrals are needed. The first is the orthogonality relation

∫ P_l P_l′ dΩ = 4π/(2l+1) if l = l′, and zero otherwise.

The second follows from the recurrence (2l+1) cosθ P_l = (l+1)P_{l+1} + l P_{l−1}:

∫ cosθ P_l P_{l+1} dΩ = 4π(l+1)/[(2l+1)(2l+3)].

By the same recurrence, cosθ couples no other pairs than neighbours. The part of σ_tr without cosθ is the total cross section,

∫|f|² dΩ = (4π/k²) Σ (2l+1) sin²δ_l.

In the part with cosθ each pair (l, l+1) occurs twice, as complex conjugates. The factors (2l+1)(2l+3) cancel, leaving

∫ cosθ|f|² dΩ = (4π/k²) Σ 2(l+1) sinδ_l sinδ_{l+1} cos(δ_l − δ_{l+1}).

To combine them, write 2l+1 = (l+1) + l. In the piece with weight l the term l = 0 vanishes, so the index can be raised by one:

Σ (2l+1) sin²δ_l = Σ (l+1)[sin²δ_l + sin²δ_{l+1}].

Now put a = δ_l and b = δ_{l+1}. Each bracket of the difference is

sin²a + sin²b − 2 sin a sin b (cos a cos b + sin a sin b)
= sin²a(1 − sin²b) + sin²b(1 − sin²a) − 2 sin a cos a sin b cos b
= (sin a cos b − cos a sin b)²
= sin²(a − b).

Therefore

σ_tr = (4π/k²) Σ_{l≥0} (l+1) sin²(δ_l − δ_{l+1}). (2)

**4. Reading the sum in two cases**

*Two partial waves.* If only δ₀ and δ₁ differ from zero,

σ_tr = (4π/k²)[sin²(δ₀ − δ₁) + 2 sin²δ₁].

For small δ₁ the bracket is sin²δ₀ − δ₁ sin2δ₀ to first order. A small positive δ₁ therefore lowers the wind force when 0 < δ₀ < π/2 and raises it when π/2 < δ₀ < π. The cause is interference between s and p waves, which favours forward scattering in the first case and backward scattering in the second.

*Weak potential.* When all phase shifts are small,

σ_tr ≈ (4π/k²) Σ (l+1)(δ_l − δ_{l+1})².

Since each δ_l is then proportional to V, the force is of second order in the potential, and to this order V and −V give the same force. Its direction, along the drift, is fixed at any strength, because no term of (2) is negative.

**5. The same force from the electron density**

Momentum balance says how much force acts. A second derivation shows where it acts. With the ion at R, the electron has potential energy V(|r − R|), and the force on the ion is

−∂/∂R ∫|ψ|² V(|r − R|) d³r = ∫|ψ|² ∇V d³r,

where the derivative acts on V at fixed density. For an incident plane wave of unit density,

ψ = Σ (2l+1) i^l e^{iδ_l} [u_l(r)/(kr)] P_l(cosθ),
u_l → sin(kr − lπ/2 + δ_l) at large r.

The component of ∇V along k is V′(r) cosθ, so again only neighbouring l couple. The factor r² of the volume element cancels 1/r² in |ψ|², and the angular integral of section 3 gives

F_k = (4π/k²) Σ 2(l+1) Re[i e^{−i(δ_l − δ_{l+1})}] M_l,
M_l = ∫₀^∞ u_l V′ u_{l+1} dr.

The real part is sin(δ_l − δ_{l+1}). It remains to find M_l.

Let U = 2mV/ħ², w = U − k², L = l+1, a = u_l and b = u_{l+1}. The radial equations are

a″ = [L(L−1)/r² + w] a, b″ = [L(L+1)/r² + w] b.

They give

(a′b′)′ = a″b′ + a′b″ = w(ab)′ + (L²/r²)(ab)′ + (L/r²)(a′b − ab′).

Because w′ = U′, we also have w(ab)′ = (wab)′ − U′ab. Hence

U′ab = (wab − a′b′)′ + (L²/r²)(ab)′ + (L/r²)(a′b − ab′).

The last two terms are also derivatives, up to pieces that cancel. First,

(L²/r²)(ab)′ = (L²ab/r²)′ + 2L²ab/r³.

Next, from a″b − ab″ = −2L ab/r²,

[(L/r)(a′b − ab′)]′ = −(L/r²)(a′b − ab′) − 2L²ab/r³,

so that (L/r²)(a′b − ab′) = −[(L/r)(a′b − ab′)]′ − 2L²ab/r³. The terms in ab/r³ cancel, and U′ab = Q′ with

Q = (w + L²/r²)ab − a′b′ − (L/r)(a′b − ab′).

At the origin a ∝ r^L and b ∝ r^{L+1}. For a potential no more singular than 1/r, every term of Q vanishes there as r^{2L−1} or faster, and L ≥ 1. At large r the terms with 1/r and 1/r² vanish, as does U. The phases of a and b differ by π/2 + δ_l − δ_{l+1}, so

Q → −k² cos(π/2 + δ_l − δ_{l+1}) = k² sin(δ_l − δ_{l+1}).

Multiplying by ħ²/2m,

M_l = (ħ²k²/2m) sin(δ_l − δ_{l+1}). (3)

Inserting (3) gives F_k = (ħ²k²/m)σ_tr = ħk v σ_tr, as before. One sine comes from the relative phase of the two waves, the other from the radial force element. If δ_l = δ_{l+1}, both vanish and that pair exerts no force.

**6. Current, field and effective valence**

With e > 0, electrons carry j = −n e v_d. Equation (1) becomes

F = −(ħk_F σ_tr/e) j. (4)

The wind pushes the ion against the conventional current, along the electron flow. If the conductor has resistivity ρ, then E = ρj, and F = Z_w eE defines the wind valence

Z_w = −ħk_F σ_tr/(e²ρ).

For free electrons ρ = m/(ne²τ), so 1/(e²ρ) = nτ/m. With mean free path λ = v_F τ = ħk_F τ/m,

Z_w = −n λ σ_tr. (5)

Its size is the number of electrons in a cylinder of length λ and cross section σ_tr. It belongs to the conductor as much as to the ion. At fixed j the force (4) does not contain ρ, while Z_w varies as 1/ρ. Equation (4) does not even need a rigid shift of the Fermi sphere. At k_F the force from each electron and its current are both proportional to k, with the same factors for all directions, so any δf confined to the Fermi surface gives the same ratio of F to the local j. Within about a mean free path of a surface, however, the local j is no longer E/ρ with the bulk ρ, and (5) with the bulk λ does not apply there.

The same force gives the added resistivity of n_i independent ions per volume. In a steady state the extra field E_i balances the momentum lost to them: −n e E_i = n_i F. With (4),

Δρ = E_i/j = (n_i/n) ħk_F σ_tr/e².

**7. An interstitial hydrogen ion in a copper line**

Take rough values for copper at 378 K (105 °C): n = 85 nm⁻³, ρ = 2.2 μΩ cm and lattice constant 0.36 nm. Let j = 1 MA/cm². Then k_F = 13.6 nm⁻¹ and E_F = 7.05 eV.

The ion is modelled by V = −(e²/4πε₀r) e^{−κr}. To fix κ, enclose the ion in a large sphere of radius R. The condition kR − lπ/2 + δ_l = Nπ shows that the potential brings δ_l(k_F)/π additional states below k_F for each l, m and spin. Neutralizing one unit of charge requires

(2/π) Σ (2l+1) δ_l = 1.

This gives κ = 21.9 nm⁻¹ and

δ₀ = 1.095, δ₁ = 0.116, δ₂ = 0.019, δ₃ = 0.004 rad.

With 4π/k_F² = 0.0679 nm², the first two terms of (2) are

0.0679 × sin²(0.979) = 0.0468 nm²,
2 × 0.0679 × sin²(0.0967) = 0.0013 nm².

The whole sum is σ_tr = 0.0481 nm². The density integral of section 5, evaluated with the full numerical wave, gives the same value to the five digits printed. For l = 0, the radial integral M₀ in units of ħ²k²/2m and sin(δ₀ − δ₁) are both 0.83007.

The total cross section is 0.0565 nm². The transport value is 15% smaller than this and 10% smaller than the s-wave value (4π/k_F²) sin²δ₀ alone, in the direction found in section 4 for δ₀ < π/2. The Born approximation with the same κ gives 0.0214 nm², less than half the partial-wave result. With δ₀ near 1.1 the potential is not weak. It even binds one s state, because κa₀ = 1.16 (a₀ the Bohr radius) lies just below the threshold of 1.19. Accordingly δ₀ tends to π as k → 0, and the sum rule counts this state. It is bound by only about 8 meV and decays over about 2 nm, far beyond the nearest copper atoms, so it is a feature of the model rather than of hydrogen in copper.

The drift speed is

v_d = j/(ne) = 10¹⁰/(8.5×10²⁸ × 1.602×10⁻¹⁹) = 0.734 m/s,

against v_F = 1.575×10⁶ m/s. Equation (1) then gives

F = 8.5×10²⁸ × 1.055×10⁻³⁴ × 1.36×10¹⁰ × 4.81×10⁻²⁰ × 0.734
= 4.3×10⁻¹⁵ N = 2.7×10⁻⁵ eV/nm.

The mean free path is 29.9 nm, so Z_w = −85 × 29.9 × 0.0481 = −122. Ions numbering 1% of the electrons would add 2.7 μΩ cm, if they scattered independently.

**8. What such a force does at a barrier**

A jump between neighbouring octahedral sites covers 0.255 nm. For a jump parallel to the current, the work done by the wind is 6.8×10⁻⁶ eV, or 2.1×10⁻⁴ of kT = 0.0326 eV. The wind therefore biases thermal jumps very slightly; it does not drag the ion over its barrier.

The bias accumulates over many jumps. For dilute ions with diffusion coefficient D and mobility D/kT, the flux along the force is

J = −D dc/dx + D F c/kT.

If diffusion barriers block both ends of the line, the steady state has J = 0 and

c(x) ∝ exp(Fx/kT).

The concentration rises towards the anode by a factor e in each length kT/F, here 1.2 μm. This uses the isolated-ion force, uniform temperature, no trapping and no other driving force.

**9. How far the isolated-ion result can be trusted**

*Small corrections.* For a rigid shift, thermal smearing changes the force by −3×10⁻⁵ of itself; if τ depends on energy as a low power, the change in F/j differs but stays of order 10⁻⁴ or less. Even a shift of 0.1 k_F, far beyond the actual v_d/v_F = 5×10⁻⁷, changes it by only −0.3% relative to the linear law. A direct force with nominal valence +1 opposes the wind and is 0.8% of it.

*Moderate corrections.* Screening by a cloud of hydrogen 1s shape, with its range refitted to the same sum rule, raises σ_tr by 13%. Zero-point motion blurs the scatterer. For a vibration quantum of roughly 0.1 eV the spread is 0.014 nm along each axis, and weighting |f|² with the Gaussian factor exp(−Q²s²), where ħQ is the momentum transfer and s the spread, lowers the elastic σ_tr by 9%. Thermal motion at 378 K raises this to 10%. Collisions that exchange a vibration quantum, left out here, restore part of this loss.

*Neighbouring atoms.* This is the largest effect examined. As a measure of size, replace the ion and its neighbours by s-wave point scatterers, each with the same σ_tr and a phase shift between 0 and π/2, and include all multiple scattering between them. A phase shift of opposite sign would give the same σ_tr but different ratios from those below. At the octahedral distance of 0.18 nm and at fixed drift, the force on the central scatterer becomes

0.69 of the isolated value with one neighbour along the drift,
0.93 with one neighbour across it,
0.18 with a cage of six.

The cage value is not converged and is sensitive to every choice in the model. Adding further fcc shells gives −0.24 with 14 neighbours, −0.21 with 38 and −0.12 with 68, so the force on the central scatterer reverses. Moving the six neighbours to 0.17 or 0.19 nm gives 0.01 or 0.39. Reversing all phase shifts gives 0.02, and weakening the neighbours to 0.3 rad gives 0.87. A cluster of scatterers in a uniform gas is not a crystal, and none of these numbers is a corrected value for hydrogen in copper. They show only that neighbours which scatter as strongly as the ion leave the size of −122, and within this model even its sign, undetermined.

*The perfect crystal.* In a stationary Bloch state the mean electron momentum is constant, so the mean of ∇V over the crystal is zero. With one atom per cell all cells are equivalent, and the force on each atom vanishes. Equation (2), applied to each atom as if it stood alone, would give a finite force. The isolated-scatterer formula therefore does not describe a copper atom on its regular site, and it should not be carried over to copper self-diffusion, where a vacancy and a displaced atom disturb the lattice together.

*Beside a real line.* The chosen temperature, resistivity and current density are of the size met in copper interconnects. The valence is not typical of copper's own migration, for which effective valences are roughly of order one to ten in magnitude. The example concerns a different object, an added charged interstitial, and no measured valence for it is used here. Real lines break the assumption of an isolated scatterer in a uniform gas, and the cluster estimates show that strongly scattering neighbours can change the force by a large factor that this model cannot fix. For a design estimate, the force should come from a calculation with the crystal included or from a measurement on the migrating species and path concerned. The numerical output below gives the remaining digits.

Numbers as computed

```
electron density (rough, copper): 85 nm^-3
temperature: 378 K
resistivity (rough): 2.2 microohm cm
current density: 1 MA/cm^2
lattice constant (rough): 0.36 nm
Fermi wave number: 13.6 nm^-1
Fermi energy: 7.049 eV
fitted screening constant: 21.9 nm^-1
Thomas-Fermi screening constant: 18.09 nm^-1
Friedel sum: 1.000000 electrons
l=0: delta = 1.09485 rad, term in sigma_tr = 4.6796e-02 nm^2
l=1: delta = 0.11562 rad, term in sigma_tr = 1.2649e-03 nm^2
l=2: delta = 0.01897 rad, term in sigma_tr = 4.7965e-05 nm^2
l=3: delta = 0.00363 rad, term in sigma_tr = 2.2743e-06 nm^2
l=4: delta = 0.00073 rad, term in sigma_tr = 1.1469e-07 nm^2
total cross section: 0.05650 nm^2
transport cross section, phase-shift sum: 0.048112 nm^2
transport cross section, force integral: 0.048112 nm^2
transport cross section, Born: 0.02140 nm^2
radial force element l=0,1 over hbar^2 k^2/2m: 0.83007
sin(delta_0 - delta_1): 0.83007
drift speed: 0.7343 m/s
Fermi speed: 1.575e+06 m/s
mean free path: 29.88 nm
electric field: 220 V/m
wind force, along electron flow: 2.689e-05 eV/nm
wind force: 4.308e-15 N
wind valence Z_w: -122.2
residual resistivity per 1 percent of ions per electron: 2.689 microohm cm
jump length: 0.2546 nm
work per jump: 6.844e-06 eV
thermal energy kT: 0.03257 eV
work per jump over kT: 0.0002101
length kT/F: 1.212 micrometre
nominal direct force over wind force (size): 0.008183
1s-shaped cloud: screening constant: 32.15 nm^-1
1s-shaped cloud: sigma_tr over Yukawa value: 1.132
hydrogen vibration quantum (rough): 0.1 eV
zero-point spread per axis: 0.0144 nm
zero-point motion: elastic sigma_tr over static: 0.9092
thermal smearing: relative change of force: -2.67e-05
drift speed over Fermi speed: 4.66e-07
shift of 0.1 kF: relative change of force: -3.04e-03
neighbour distance: 0.18 nm
force ratio, one neighbour along the drift: 0.6932
force ratio, one neighbour across the drift: 0.9256
force ratio, cage of six neighbours: 0.177
```
